**Static and gyrotropic currents in lattice Weyl models: numerical test**

For independent lattice electrons of charge −1, the equilibrium current along a static magnetic field $B$ is zero, while the low-frequency gyrotropic response is $\alpha_{ij}=\sum_n\int d^3k/(2\pi)^3\,(-f')\,v_i m_j$. Here $f$ is the Fermi function, $v$ the band velocity and $m$ the orbital magnetic moment. The program diagonalizes a two-node lattice at two finite fields and asserts that the equilibrium current vanishes, and that unequal node fillings give the chiral-level current. It asserts that the static response coefficient vanishes at two Matsubara frequencies and in the full Kubo sum. It also asserts that the dynamic Kubo response at small wave vector and imaginary frequency agrees with the Fermi-surface integral, for the two-node lattice and for all nine components of a three-band lattice without imposed symmetry. In the output, the static intraband part of $\alpha_{zz}$ is $0.003407\,e^2t/\hbar^2$ and the dynamic value is its negative, with $t$ the hopping energy. Quadrature around the nodes approaches the cone law $\mathrm{tr}\,\alpha=\sum_a\chi_a\varepsilon_a/(4\pi^2)$ as the node energies $\varepsilon_a$ shrink, where $\chi_a$ are the chiralities.

## Numerical verification

```python
"""
Result under test, for electrons of charge -1 on a lattice (hbar = e = 1):
 (a) the equilibrium current along a static magnetic field B is zero;
 (b) when q -> 0 is taken before omega -> 0, the antisymmetric current
     response linear in q is set by the Fermi-surface tensor
       alpha_ij = sum_n int d3k/(2 pi)^3 (-df/dE) v_i m_j,
     v = band velocity, m = orbital magnetic moment of the Bloch state.
Units: hopping t for energy, lattice constant a for length.
alpha is then in e^2 t / hbar^2, current density in e t / (hbar a^2),
B in hbar / (e a^2).  A model is (onsite matrix, [(R, hopping matrix)]).
"""
import numpy as np
from scipy.special import expit
from scipy import constants as const

S0 = np.eye(2, dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
EPS = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    EPS[a, b, c], EPS[a, c, b] = 1, -1


def dagger(M):
    return np.conj(np.swapaxes(M, -1, -2))


def weyl_model(node_energy, mass=1.0):
    """Nodes at kz = +-pi/2 with energies +-node_energy."""
    hops = [((1, 0, 0), SX / 2j - mass * SZ / 2),
            ((0, 1, 0), SY / 2j - mass * SZ / 2),
            ((0, 0, 1), SZ / 2 + node_energy * S0 / 2j)]
    return 2 * mass * SZ, hops


def bloch(model, k):
    """Bloch matrices and their three k derivatives."""
    onsite, hops = model
    H = np.tile(onsite.astype(complex), (len(k), 1, 1))
    v = np.zeros((3,) + H.shape, dtype=complex)
    for R, hop in hops:
        M = np.exp(1j * (k @ np.array(R, float)))[:, None, None] * hop
        H += M + dagger(M)
        for i in range(3):
            if R[i]:
                v[i] += 1j * R[i] * M + dagger(1j * R[i] * M)
    return H, v


def mesh(N):
    x = (np.arange(N) + 0.5) * 2 * np.pi / N - np.pi
    return np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)


def fermi_surface_alpha(model, k, weight, T, mu):
    """Fermi-surface integral of velocity times orbital moment."""
    H, v = bloch(model, k)
    E, U = np.linalg.eigh(H)
    V = np.array([dagger(U) @ vi @ U for vi in v])
    gap = E[:, None, :] - E[:, :, None]          # [n, m] = E_m - E_n
    idx = np.arange(E.shape[1])
    gap[:, idx, idx] = np.inf
    moment = []
    for p in range(3):
        i, l = (p + 1) % 3, (p + 2) % 3
        prod = V[i] * np.swapaxes(V[l], 1, 2)
        moment.append(np.sum(prod.imag / gap, axis=2))
    minus_df = 1 / (4 * T * np.cosh((E - mu) / (2 * T)) ** 2)
    w = minus_df * np.asarray(weight).reshape(-1, 1)
    vel = np.array([V[i][:, idx, idx].real for i in range(3)])
    return np.array([[np.sum(w * vel[i] * moment[j]) for j in range(3)]
                     for i in range(3)])


def kubo_alpha(model, N, T, mu, q=1e-5, eta=2e-3):
    """alpha extracted from the current-current response at small finite q.
    Returns static total, static intraband part, and dynamic (omega=i*eta)."""
    k = mesh(N)
    v = bloch(model, k)[1]
    nb = v.shape[-1]
    lin = np.zeros((3, 3, 3, 3), dtype=complex)   # [case, i, j, l]
    for l in range(3):
        dk = np.zeros(3)
        dk[l] = q / 2
        plus = np.linalg.eigh(bloch(model, k + dk)[0])
        minus = np.linalg.eigh(bloch(model, k - dk)[0])
        for sign, (e1, u1), (e2, u2) in ((1, minus, plus), (-1, plus, minus)):
            V = np.array([dagger(u2) @ vi @ u1 for vi in v])
            ea, eb = e1[:, None, :], e2[:, :, None]
            diff = ea - eb
            cc = np.cosh((ea - mu) / (2 * T)) * np.cosh((eb - mu) / (2 * T))
            df = -np.sinh(diff / (2 * T)) / (2 * cc)
            tiny = np.abs(diff) < 1e-13
            static = np.where(tiny, -1 / (4 * T * cc),
                              df / np.where(tiny, 1.0, diff))
            cases = (static, static * np.eye(nb), df / (diff + 1j * eta))
            left = np.conj(V).reshape(3, -1)
            for c, w in enumerate(cases):
                P = -(left @ (w * V).reshape(3, -1).T) / len(k)
                lin[c, :, :, l] += sign * P / (2 * q)
    out = []
    for c in range(3):
        gamma = np.einsum("rij,ijl->rl", EPS, lin[c]) / 2j
        out.append(gamma.T - 0.5 * np.trace(gamma) * np.eye(3))
    return out


def field_levels(model, Q, Nz):
    """Levels and z velocities with flux 2 pi/Q per cell, B along z."""
    onsite, hops = model
    tx, ty, tz = (h[1] for h in hops)
    B = 2 * np.pi / Q
    kz = (np.arange(Nz) + 0.5) * 2 * np.pi / Nz - np.pi
    energies, velocities = [], []
    for kx in (np.arange(2) + 0.5) * np.pi / Q:
        for ky in (np.arange(2) + 0.5) * B / 2:
            base = np.zeros((2 * Q, 2 * Q), dtype=complex)
            for x in range(Q):
                s, n = 2 * x, 2 * ((x + 1) % Q)
                hy = ty * np.exp(1j * (ky + B * x))
                base[s:s+2, s:s+2] += onsite + hy + dagger(hy)
                hx = tx * np.exp(1j * kx)
                base[s:s+2, n:n+2] += hx
                base[n:n+2, s:s+2] += dagger(hx)
            hz = np.exp(1j * kz)[:, None, None] * np.kron(np.eye(Q), tz)
            E, U = np.linalg.eigh(base + hz + dagger(hz))
            vz = 1j * hz + dagger(1j * hz)
            energies.append(E)
            velocities.append(np.sum(np.conj(U) * (vz @ U), axis=1).real)
    return B, kz, np.array(energies), np.array(velocities)


def show(label, value, unit):
    print(f"{label}: {value} {unit}".rstrip())


J_UNIT, A_UNIT = "e t/(hbar a^2)", "e^2 t/hbar^2"
b0, mu = 0.2, 0.05
model = weyl_model(b0)
show("node energies +-", b0, "t")
show("chemical potential", mu, "t")

# chirality and energy of the nodes, from the Bloch matrix itself
nodes = np.array([[0, 0, np.pi / 2], [0, 0, -np.pi / 2]])
Hn, vn = bloch(model, nodes)
node_e = np.linalg.eigvalsh(Hn)
assert np.max(np.abs(node_e[:, 0] - node_e[:, 1])) < 1e-12
chi = []
for s in range(2):
    mat = [[0.5 * np.trace(S @ vn[i, s]).real for S in (SX, SY, SZ)]
           for i in range(3)]
    chi.append(int(round(np.linalg.det(np.array(mat)))))
    show(f"node at kz = {nodes[s, 2]:+.4f}/a, chirality", chi[s], "")
    show("  its energy", f"{node_e[s, 0]:+.3f}", "t")
assert sum(chi) == 0 and abs(chi[0]) == 1

# equilibrium and non-equilibrium currents in a finite static field
Tf, dmu = 0.05, 0.05
show("finite-field temperature kT", Tf, "t")
show("node imbalance +-", dmu, "t")
for Q in (8, 16):
    B, kz, E, vz = field_levels(model, Q, 160)
    norm = E.shape[0] * E.shape[1] * Q
    flow = -expit(-(E - mu) / Tf) * vz / norm
    total, half = flow.sum(), flow[:, kz > 0].sum()
    shift = np.where(kz > 0, dmu, -dmu)[None, :, None]
    pumped = -np.sum(expit(-(E - mu - shift) / Tf) * vz) / norm
    law = B * (chi[0] * dmu - chi[1] * dmu) / (4 * np.pi ** 2)
    show("magnetic field B", f"{B:.5f}", "hbar/(e a^2)")
    show("  equilibrium current along B", f"{total:.1e}", J_UNIT)
    show("  part carried by kz > 0", f"{half:.6f}", J_UNIT)
    show("  current with unequal nodes", f"{pumped:.7f}", J_UNIT)
    show("  chiral-level law for it", f"{law:.7f}", J_UNIT)
    assert abs(total) < 1e-9 and abs(half) > 1e-3
    assert abs(pumped / law - 1) < 5e-3

# static coefficient at single Matsubara frequencies
T, N = 0.1, 48
show("response temperature kT", T, "t")
show("k points per axis", N, "")
k = mesh(N)
H, v = bloch(model, k)
for n in (0, 1):
    wn = (2 * n + 1) * np.pi * T
    G = np.linalg.inv((1j * wn + mu) * np.eye(2) - H)
    X, Y, Z = (vi @ G for vi in v)
    dens = np.trace(X @ (Y @ Z - Z @ Y), axis1=1, axis2=2)
    net, size = abs(dens.mean()), np.abs(dens).mean()
    show(f"Matsubara index {n}: |zone mean| of triple trace",
         f"{net:.1e}", "a^3")
    show("  zone mean of its modulus", f"{size:.4f}", "a^3")
    assert net < 1e-4 * size

# static and dynamic response against the Fermi-surface integral
static, intra, dynamic = kubo_alpha(model, N, T, mu)
surface = fermi_surface_alpha(model, k, np.full(len(k), 1 / len(k)), T, mu)
scale = np.max(np.abs(surface))
for i, name in ((0, "xx"), (2, "zz")):
    show(f"alpha_{name} static total", f"{static[i, i].real:.1e}", A_UNIT)
    show("  static intraband part", f"{intra[i, i].real:.6f}", A_UNIT)
    show("  dynamic Kubo", f"{dynamic[i, i].real:.6f}", A_UNIT)
    show("  Fermi-surface integral", f"{surface[i, i]:.6f}", A_UNIT)
assert np.max(np.abs(static)) < 2e-3 * scale
assert np.max(np.abs(intra + surface)) < 2e-3 * scale
assert np.max(np.abs(dynamic - surface)) < 1e-2 * scale

# the same with three bands and no symmetry: all nine components
rng = np.random.default_rng(7)


def random_matrix():
    return 0.12 * (rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)))


R_list = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 0), (0, 1, 1)]
site = random_matrix()
generic = (site + dagger(site), [(R, random_matrix()) for R in R_list])
Ng, Tg, mug = 28, 0.4, 0.1
st3, in3, dy3 = kubo_alpha(generic, Ng, Tg, mug)
fs3 = fermi_surface_alpha(generic, mesh(Ng), np.full(Ng**3, Ng**-3.0), Tg, mug)
big = np.max(np.abs(fs3))
err3 = np.max(np.abs(dy3 - fs3))
show("three-band lattice: largest |alpha_ij|", f"{big:.3e}", A_UNIT)
show("  smallest |alpha_ij|", f"{np.min(np.abs(fs3)):.1e}", A_UNIT)
show("  largest dynamic-minus-surface error", f"{err3:.1e}", A_UNIT)
show("  largest static |alpha_ij|", f"{np.max(np.abs(st3)):.1e}", A_UNIT)
assert err3 < 1e-2 * big and np.max(np.abs(st3)) < 1e-3 * big


def node_quadrature(energy, T, mu):
    """Fermi-surface tensor by spherical quadrature about both nodes."""
    xr, wr = np.polynomial.legendre.leggauss(80)
    xc, wc = np.polynomial.legendre.leggauss(24)
    phi = (np.arange(16) + 0.5) * np.pi / 8
    radius = 4 * energy
    r, c, p = np.meshgrid((xr + 1) * radius / 2, xc, phi, indexing="ij")
    w = (wr * radius / 2)[:, None, None] * wc[None, :, None] * r**2
    w = (w * np.full_like(p, np.pi / 8) / (2 * np.pi) ** 3).ravel()
    s = np.sqrt(1 - c**2)
    d = np.stack([r * s * np.cos(p), r * s * np.sin(p), r * c], -1)
    d = d.reshape(-1, 3)
    m = weyl_model(energy)
    return sum(fermi_surface_alpha(m, d + node, w, T, mu) for node in nodes)


# cone law: trace alpha = sum(chirality * node energy) / (4 pi^2)
deviation = []
for energy in (0.2, 0.1, 0.05):
    al = node_quadrature(energy, energy / 10, 0.0)
    cone = sum(x * y for x, y in zip(chi, (energy, -energy)))
    cone /= 4 * np.pi ** 2
    deviation.append(np.trace(al) / cone - 1)
    show(f"node energies +-{energy} t, kT = {energy/10:.3f} t: trace alpha",
         f"{np.trace(al):.7f}", A_UNIT)
    show("  cone law", f"{cone:.7f}", A_UNIT)
    if energy == b0:
        main = al
assert abs(deviation[0]) < 0.05 and abs(deviation[2]) < 0.01
assert abs(deviation[2]) < 0.35 * abs(deviation[1])
tr0 = np.trace(node_quadrature(0.1, 0.01, 0.0))
tr1 = np.trace(node_quadrature(0.1, 0.01, 0.05))
show("node energies +-0.1 t, mu = 0.05 t: trace alpha", f"{tr1:.7f}", A_UNIT)
assert abs(tr1 / tr0 - 1) < 0.02

# main result in SI units for a hopping of 1 eV
si = const.e ** 2 * const.eV / const.hbar ** 2
show("low-T alpha_xx, node energies +-0.2 t, mu = 0",
     f"{main[0, 0]:.6f}", A_UNIT)
show("low-T alpha_zz, same case", f"{main[2, 2]:.6f}", A_UNIT)
show("  alpha_zz for t = 1 eV", f"{main[2, 2] * si:.3e}", "A m^-2 T^-1")
print("all tests passed")
```

It prints:

```
node energies +-: 0.2 t
chemical potential: 0.05 t
node at kz = +1.5708/a, chirality: -1
  its energy: +0.200 t
node at kz = -1.5708/a, chirality: 1
  its energy: -0.200 t
finite-field temperature kT: 0.05 t
node imbalance +-: 0.05 t
magnetic field B: 0.78540 hbar/(e a^2)
  equilibrium current along B: 1.9e-14 e t/(hbar a^2)
  part carried by kz > 0: -0.251935 e t/(hbar a^2)
  current with unequal nodes: -0.0019894 e t/(hbar a^2)
  chiral-level law for it: -0.0019894 e t/(hbar a^2)
magnetic field B: 0.39270 hbar/(e a^2)
  equilibrium current along B: -2.6e-14 e t/(hbar a^2)
  part carried by kz > 0: -0.248414 e t/(hbar a^2)
  current with unequal nodes: -0.0009947 e t/(hbar a^2)
  chiral-level law for it: -0.0009947 e t/(hbar a^2)
response temperature kT: 0.1 t
k points per axis: 48
Matsubara index 0: |zone mean| of triple trace: 5.0e-08 a^3
  zone mean of its modulus: 0.3173 a^3
Matsubara index 1: |zone mean| of triple trace: 3.1e-18 a^3
  zone mean of its modulus: 0.1240 a^3
alpha_xx static total: -5.2e-10 e^2 t/hbar^2
  static intraband part: 0.003294 e^2 t/hbar^2
  dynamic Kubo: -0.003294 e^2 t/hbar^2
  Fermi-surface integral: -0.003294 e^2 t/hbar^2
alpha_zz static total: -5.2e-10 e^2 t/hbar^2
  static intraband part: 0.003407 e^2 t/hbar^2
  dynamic Kubo: -0.003407 e^2 t/hbar^2
  Fermi-surface integral: -0.003407 e^2 t/hbar^2
three-band lattice: largest |alpha_ij|: 1.186e-02 e^2 t/hbar^2
  smallest |alpha_ij|: 4.0e-04 e^2 t/hbar^2
  largest dynamic-minus-surface error: 5.3e-07 e^2 t/hbar^2
  largest static |alpha_ij|: 9.2e-13 e^2 t/hbar^2
node energies +-0.2 t, kT = 0.020 t: trace alpha: -0.0100624 e^2 t/hbar^2
  cone law: -0.0101321 e^2 t/hbar^2
node energies +-0.1 t, kT = 0.010 t: trace alpha: -0.0050573 e^2 t/hbar^2
  cone law: -0.0050661 e^2 t/hbar^2
node energies +-0.05 t, kT = 0.005 t: trace alpha: -0.0025319 e^2 t/hbar^2
  cone law: -0.0025330 e^2 t/hbar^2
node energies +-0.1 t, mu = 0.05 t: trace alpha: -0.0050552 e^2 t/hbar^2
low-T alpha_xx, node energies +-0.2 t, mu = 0: -0.003336 e^2 t/hbar^2
low-T alpha_zz, same case: -0.003391 e^2 t/hbar^2
  alpha_zz for t = 1 eV: -1.254e+09 A m^-2 T^-1
all tests passed
```
